# Why a brief cold interval can bury a floating dopant

**Question.** A dopant floats on the surface of a growing crystal, layer after layer. Growth is continued for a few layers at a lower temperature, then the crystal is warmed again. Why can so short an interval bury the dopant, when does it fail to do so, and how much is retained?

**Answer.** Each arriving layer covers the dopant, which stays on the surface by changing places with an atom of the new layer. This exchange must happen before the next layer arrives. Cooling can therefore bury the dopant by making the exchange too slow for the time available. But temperature also changes the equilibrium between the two sites, and the deposition rate may itself depend on temperature. All three effects belong in the calculation.

**The two competing rates**

Consider a dilute dopant that can occupy the surface layer or the layer just below it. Deeper layers are taken as frozen. The surface site is lower in energy by $E_s>0$, and upward exchange has barrier $E_u$. With $\beta=1/kT$, attempt rate $\nu$ and no entropy difference between the sites, detailed balance gives

$$k_u=\nu e^{-\beta E_u},\qquad k_d=k_u e^{-\beta E_s}$$

for upward and downward exchange. Layers arrive at rate $R$. Each is treated as appearing at once, so a surface dopant becomes a subsurface dopant and then has a time $1/R$ to escape.

Let $s(t)$ be the probability that it is on the surface at time $t$ after being covered. Gain from below and loss from above give

$$\frac{ds}{dt}=k_u(1-s)-k_d s=k_u-Ks,\qquad K=k_u+k_d .$$

The stationary value is

$$p_{\rm eq}=\frac{k_u}{K}=\frac{1}{1+e^{-\beta E_s}} .$$

The deviation $s-p_{\rm eq}$ decays as $e^{-Kt}$. Since $s(0)=0$, we have $s(t)=p_{\rm eq}(1-e^{-Kt})$. When the next layer arrives, the dopant is on the surface with probability

$$p=p_{\rm eq}\left(1-e^{-x}\right),\qquad x=\frac{K}{R}.$$

The fraction left behind is $q=1-p$, the retention per layer.

After $n$ layers at fixed temperature, the surface holds a fraction $p^n$ of the original dopant. The original dopant layer has kept $q$, the first added layer $qp$, and the $m$th added layer $qp^m$, for $m\le n-1$. The buried total is

$$q\sum_{m=0}^{n-1}p^m=q\,\frac{1-p^n}{1-p}=1-p^n .$$

With layer spacing $a$, writing $p^m=e^{-ma/\ell}$ gives the decay length $\ell=-a/\ln p$. A long $\ell$ means a dopant that floats well.

**When cooling helps**

There are two simple limits. Write $q=1-p_{\rm eq}+p_{\rm eq}e^{-x}$. If $x\gg\beta E_s\gg1$, the last term is negligible even beside the small equilibrium share below, and $q\simeq1-p_{\rm eq}\simeq e^{-\beta E_s}$. Cooling then lowers retention, because it strengthens the preference for the surface. If $x\ll1$, expansion of the exponential gives $p\simeq p_{\rm eq}K/R=k_u/R$. Few dopants escape, and the ratio of rates decides.

To join these limits, let deposition also be activated, $R\propto e^{-\beta E_R}$. A beam with constant sticking has $E_R=0$: its deposition rate does not slow at all when the substrate cools. Put $w=1-p_{\rm eq}$. Differentiating $\ln p_{\rm eq}=-\ln(1+e^{-\beta E_s})$ gives

$$\frac{d\ln p_{\rm eq}}{d\beta}=\frac{E_s e^{-\beta E_s}}{1+e^{-\beta E_s}}=E_s w .$$

Because $K=k_u/p_{\rm eq}$,

$$\frac{d\ln x}{d\beta}=\frac{d\ln k_u}{d\beta}-\frac{d\ln p_{\rm eq}}{d\beta}-\frac{d\ln R}{d\beta}
=-(E_u-E_R+E_s w).$$

The kinetic factor in $p$ contributes

$$\frac{d\ln(1-e^{-x})}{d\beta}=\frac{e^{-x}}{1-e^{-x}}\frac{dx}{d\beta}
=f(x)\frac{d\ln x}{d\beta},\qquad f(x)=\frac{x}{e^x-1}.$$

Adding the two logarithmic derivatives and using $dq/d\beta=-p\,d\ln p/d\beta$,

$$\frac{dq}{d\beta}=p\left\{f(x)\left[E_u-E_R+E_s w\right]-E_s w\right\}.$$

Cooling raises $\beta$, so it improves retention when the brace is positive. The first term is the slowing of exchange relative to deposition, and the second is the stronger equilibrium preference for the surface.

The identity $1/f=(e^x-1)/x=\int_0^1e^{xu}\,du$ shows that $f<1$ for $x>0$ and that $f$ falls as $x$ grows. If $E_u\le E_R$, the first term is at most $fE_sw<E_sw$. The brace is negative, and cooling lowers retention at every temperature in this model.

If $E_u>E_R$, the ratio of the first term to the second is

$$G=f(x)\left[1+\frac{E_u-E_R}{E_s w}\right].$$

On cooling, $x$ and $w$ both fall, so both factors of $G$ rise, and $G\to\infty$ as $T\to0$. Provided exchange is fast enough at high temperature to make $G<1$ there, $G$ passes through one exactly once. This defines a temperature $T_{\min}$ of least retention. Cooling improves burial below $T_{\min}$ and worsens it above. A cold interval that starts above $T_{\min}$ must go far enough below it to make up for the initial fall in retention.

**A cold cap on silicon**

Take $\nu=10^{13}\ \mathrm{s^{-1}}$, $E_u=1.7$ eV and $E_s=0.6$ eV. These are round parameters chosen for illustration, not measured barriers for antimony or any other dopant on Si(001). The layer spacing is 0.13575 nm and the growth speed 0.1 nm/s, so

$$R=\frac{0.1}{0.13575}=0.737\ \mathrm{s^{-1}},$$

or 1.36 s per layer. The beam is held fixed, so $E_R=0$.

At 800 K, $kT=0.0689$ eV and $k_u=195\ \mathrm{s^{-1}}$. Thus $x=265$: exchange is complete within each layer time, and $q=1.66\times10^{-4}$. Eight layers bury about $8q=0.13\%$ of the dopant, and the decay length is 818 nm.

At 600 K, $kT=0.0517$ eV and $k_u=0.0526\ \mathrm{s^{-1}}$. Now $x=0.0713$, so

$$p\simeq1-e^{-0.0713}=0.069,\qquad q=0.93 .$$

One layer leaves 93% behind. Eight layers, 1.09 nm grown in 10.9 s, leave only $p^8\approx5\times10^{-10}$ on the surface.

Between the two temperatures, exchange slows by a factor of 3714 while deposition does not slow. Two comparisons show that, within the model, this difference is the cause. If deposition is slowed by the same factor at 600 K, eight layers bury only $7\times10^{-5}$ of the dopant, less than at 800 K. Conversely, to reach the cold value of $p$ while staying at 800 K, the film would have to grow at 371 nm/s.

The change is centred near the temperature where $k_u=R$:

$$T_f=\frac{E_u}{k\ln(\nu/R)}=652\ \mathrm{K}.$$

Here $x\simeq1$ and $p\simeq1-e^{-1}=0.63$. Setting $k_u=xR$ instead gives $T=E_u/[k\ln(\nu/xR)]$. The values $p=0.9$ and $p=0.1$ need $x=\ln10=2.30$ and $x=-\ln0.9=0.105$, which correspond to 671 K and 607 K. The least retention lies higher, at $T_{\min}=714$ K, where $q=5.9\times10^{-5}$. With regular layer times, cooling from 800 K to 714 K thus makes the dopant float better.

Activated deposition can remove the benefit altogether. With $E_R=2.0$ eV and the same growth rate at 800 K, cooling to 600 K lowers $q$ from $1.7\times10^{-4}$ to $9\times10^{-6}$. A layer then takes about six hours at 600 K, ample time for exchange. Low temperature alone does not bury the dopant.

**Why one cold layer is not enough**

Warming can release dopant from the layer just below the surface. After $n$ cold layers, the surface holds $p_c^n$ and the layer below holds $q_cp_c^{n-1}$, where $c$ denotes the cold temperature. Together they hold

$$p_c^n+(1-p_c)p_c^{n-1}=p_c^{n-1}.$$

A hot pause without deposition, long compared with $1/K$, returns the equilibrium share $p_{{\rm eq},h}$ of this amount to the surface. The fraction remaining below is

$$F=1-p_{{\rm eq},h}\,p_c^{n-1}.$$

For $n=1$ this is $1-p_{{\rm eq},h}=1.7\times10^{-4}$: the burial is undone almost completely. A 60 s pause at 800 K leaves 93% below after two cold layers and 99.97% after four. To retain at least 99.9%, with $p_{{\rm eq},h}\simeq1$, we need

$$n\ge1+\frac{\ln(0.001)}{\ln(0.0689)}=3.6,$$

hence four layers.

This count relies on the deeper layers staying frozen while hot. With the same attempt rate, losing at most 1% from a deeper layer in 60 s requires an escape barrier of at least

$$kT\ln\left[\frac{\nu t}{-\ln0.99}\right]=2.66\ \mathrm{eV}.$$

Bulk diffusion meets this condition: a rough barrier of 3.7 eV and prefactor of $0.2\ \mathrm{cm^2/s}$ give a diffusion length of only $4\times10^{-4}$ nm in 1000 s at 800 K. Barriers a few layers below the surface could be lower than in the bulk, and the model does not supply them.

**When layers arrive irregularly**

A regular layer time is an idealization. Suppose instead that covering events are random and independent, with waiting-time density $Re^{-Rt}$. Averaging $s(t)$ gives

$$\bar p=p_{\rm eq}\int_0^\infty Re^{-Rt}(1-e^{-Kt})\,dt
=p_{\rm eq}\left(1-\frac{R}{R+K}\right)=\frac{k_u}{k_u+k_d+R}.$$

In the cold, $\bar p=0.067$ instead of 0.069, a small change. At 800 K, however, the retention per layer becomes $3.9\times10^{-3}$, about 24 times the regular value. Some dopants are covered again before they can escape, with probability close to $R/K$. The hot decay length falls from 818 nm to 34.5 nm, and eight hot layers now bury 3.1%. The temperature of least retention also moves, from 714 K to 914 K. Cooling from 800 K to 714 K then raises the retention per layer, from 0.39% to 6.9%, instead of lowering it. An eight-layer cold cap still works: after the hot pause it retains more than 99.99% if exactly eight layers are grown, and 99.5% on average if growth instead lasts for the mean time of eight layers, because the number of layers then varies. The long hot decay length and the position of $T_{\min}$, however, depend on regular growth.

**Reading the result for a real film**

Antimony does segregate strongly during silicon epitaxy, and low-temperature growth is a known way to incorporate it. The numbers here are those of the model. Measured antimony profiles grown at low temperature are broader than a two-layer exchange model predicts, which is usually attributed to surface and step processes, so the layer counts above are not a recipe for a real film. In the cold they depend strongly on the barrier. At 600 K, lowering $E_u$ to 1.6 eV raises $p$ to 0.39, and an eight-layer cap still retains 99.86% after the hot pause. Lowering it to 1.5 eV raises $p$ to 0.97, and the cap retains only 21% with regular layer times (83% for eight randomly timed layers, where $\bar p=0.77$). The cold temperature must therefore be chosen from the exchange kinetics of the actual surface, including exchange at step edges, which is left out here.

The shutter matters too. The example assumes no deposition while the temperature changes. If growth continues during a cooling ramp of 2 K/s from 800 K, the dopant rides upward before it freezes in: half is buried after 6.8 nm of film, at 664 K, and the span from 10% to 90% buried runs from 6.1 to 7.5 nm. These figures hold for regular layer times. With random covering the burial comes earlier and is more spread out: half after about 4.4 nm, at 713 K, with a span from 1.9 to 6.1 nm. Closing the shutter avoids this displacement, but the dopant then waits on the surface throughout the ramp and can desorb. For a rough desorption barrier of 3.0 eV and the same attempt rate, the loss during the 100 s ramp is below $1.3\times10^{-4}$ of the dopant.

The dilute approximation is mild for a sheet of 0.01 layer, or $6.8\times10^{12}\ \mathrm{cm^{-2}}$. Site blocking changes the cold $p$ by 0.03% and the hot $q$ by 1%, each relative to its dilute value. Interactions between dopants are not included. Confined to one layer, this sheet amounts to $5\times10^{20}\ \mathrm{cm^{-3}}$, where clustering and doping-enhanced diffusion can matter and the bulk diffusion estimate above need not apply. Host adatoms remain mobile at 600 K: a rough barrier of 0.7 eV gives about $2\times10^7$ hops per layer time. That does not by itself guarantee a defect-free cap, so the cold interval should be no longer than retention requires. The numerical output below lists most of the values used here.

## Calculated quantities

```
Attempt rate 1.0e+13 /s; upward barrier 1.7 eV
Segregation energy 0.6 eV; layer spacing 0.1358 nm
Growth speed 0.1 nm/s; layer rate 0.7366 /s
Layer time 1.357 s; hot 800 K; cold 600 K
Dopant coverage 0.01 layer = 6.783e+12 /cm2
Hot: kT 0.06894 eV; k_up 1.9520e+02 /s; k_down 3.241e-02 /s
Hot: K/R 2.6502e+02; 1-p_eq 1.660e-04
Hot: p 0.999834; q 1.6599e-04; decay length 817.7 nm
Cold: kT 0.05170 eV; k_up 5.2557e-02 /s; k_down 4.796e-07 /s
Cold: K/R 7.1346e-02; 1-p_eq 9.125e-06
Cold: p 0.068860; q 9.3114e-01; decay length 0.05073 nm
At 560 K: K/R 0.006814; q 9.9321e-01
At 650 K: K/R 0.8949; q 4.0865e-01
At 700 K: K/R 7.822; q 4.4882e-04
Cold cap: 8 layers, 1.086 nm, 10.86 s
Buried by these layers, cold: 0.999999999
Buried by the same layers, hot: 1.3272e-03
Exchange slows on cooling by factor 3714.0
Buried if deposition slows equally: 7.300e-05
Hot growth speed for cold p: 371.4 nm/s
Freezing temperature (k_up=R): 652.4 K
Temperatures for p=0.9 and 0.1: 670.9, 607.2 K
Least retention at 713.6 K; q there 5.942e-05
Growth activation 2.0 eV: q hot 1.660e-04, cold 9.125e-06
Hot pause after cap: 60 s
Retained after pause, 1 cold layers: 0.00016599
Retained after pause, 2 cold layers: 0.93115132
Retained after pause, 4 cold layers: 0.99967354
Retained after pause, 8 cold layers: 0.99999999
Cold layers needed for 99.9 percent after pause: 4
Random covering: cold p 0.06659; hot q 3.924e-03
Random covering, 8 layers: cold buried 1.00000000; hot 0.0310
Random covering: hot decay length 34.5 nm
Blocking: relative change cold p -3.36e-04; hot q 1.01e-02
Barrier 1.6 eV: cold p 0.3895; retained after pause 0.99864
Barrier 1.5 eV: cold p 0.9671; retained after pause 0.20896
Cooling ramp 2.0 K/s lasts 100 s
Open shutter in ramp: 10, 50, 90 percent buried after 6.11, 6.82, 7.46 nm
Temperature at half burial in ramp: 663.7 K
Rough desorption barrier 3.0 eV: ramp loss below 1.26e-04
Deep-layer barrier for 1 percent loss in hot pause: 2.663 eV
Rough bulk diffusion: D0 0.2 cm2/s, barrier 3.7 eV
Bulk diffusion in 1000 s at hot: 4.43e-04 nm
Rough adatom barrier 0.7 eV: cold hops per layer 1.79e+07
```
